The Peierls-Nabarro edge core: arctangent profile and half-width

## First half. Slip resistance, elastic repulsion and their balance

A tungsten contact in a chip can be a film about 100 nm thick, processed near 700 K and left under a tension of about 1 GPa. When such a film deforms by glide, one part of a crystal slips over another, and the edge of the slipped area is a dislocation. Linear elasticity treats that edge as a sharp line. For a straight edge dislocation the size of the shear stress on the slip plane is then K b/x at distance x, where b is the length of the completed slip and K is an elastic constant derived below. With rough values for tungsten this gives 194 GPa at x = 0.05 nm, more than the shear modulus, 160 GPa. At x = 0 it is infinite.

The crystal has a way out. The slip need not jump from zero to b at one point; it can rise over some distance. Spreading lowers the elastic energy, but it leaves more atoms in positions between one lattice fit and the next. The question is how far the slip spreads when these two tendencies balance.

### Setting and signs

Let x point along the slip direction, y along the normal to the slip plane, and z along the dislocation line. The line is straight and infinitely long, so nothing depends on z, and the displacement has components u_x and u_y alone. This is plane strain. The solid is isotropic, with shear modulus μ and Poisson ratio ν, and has no outer surface.

The slip plane lies between two atomic planes a distance d apart. The material above the gap and the material below it are treated as linear elastic half-spaces. For the elastic calculation the gap is closed up to the single plane y = 0, while its resistance to slip is kept as a separate law. The disregistry is the displacement of the upper face relative to the lower:

δ(x) = u_x(x, 0+) − u_x(x, 0−).

The dislocation has δ → 0 far to the left and δ → b far to the right. Its centre, δ = b/2, is put at x = 0. The half-width of the core means the distance from the centre to the point where δ = 3b/4; by symmetry the point δ = b/4 lies equally far on the other side.

### Simplest case: two rigid blocks

First take δ to be the same everywhere. The blocks are then unstrained, and the whole cost lies in the gap. Let γ(δ) be this cost per unit area. Moving the upper block by b restores the lattice, so γ has period b. The model keeps the simplest periodic form with its minima at the lattice fits:

γ(δ) = A [1 − cos(2πδ/b)].

The shear traction carried across the gap is the derivative of this energy:

τ(δ) = dγ/dδ = (2πA/b) sin(2πδ/b) = T sin(2πδ/b), with T = 2πA/b.

T is the largest traction that the gap can carry. To fix it, consider a small uniform slip. A layer of thickness d whose faces are displaced by δ has shear strain δ/d. If the gap responds with the same shear modulus as the solid around it, its traction is μδ/d. The sine gives

T sin(2πδ/b) ≈ 2πTδ/b.

Equating the two slopes,

2πT/b = μ/d,

T = μb/(2πd).

Since A = Tb/(2π), the energy per area is

γ(δ) = [μb²/(4π²d)] [1 − cos(2πδ/b)].

Two assumptions have entered here. One is the sinusoidal shape. The other is that the solid's shear modulus at small strain sets the height of the sine. The second is easy to relax, so T will be kept as a symbol where that is useful.

The limits are as they should be. There is no traction at δ = 0 or δ = b. There is also none at δ = b/2, because the energy has its maximum there, but that position is unstable for rigid blocks. In a dislocation the centre sits at δ = b/2 and is held there by the elastic half-spaces.

### Next case: a wave of slip

Now let the slip vary. The simplest variation is a single wave,

δ(x) = D cos(kx), k > 0.

The half-spaces must strain to follow it. The aim is to find the shear stress σ_xy on y = 0.

Symmetry reduces the work to one half-space. Take the lower field from the upper by

u_x(x, −y) = −u_x(x, y), u_y(x, −y) = u_y(x, y).

The normal displacement is then continuous, so no gap opens. The shear stress μ(∂u_x/∂y + ∂u_y/∂x) is even in y and is continuous too. The normal stress σ_yy is odd in y. It can be continuous only if it vanishes on y = 0. The upper face therefore has u_x = (D/2) cos(kx) and σ_yy = 0.

Hooke's law for the isotropic solid is

σ_ij = λ (∇·u) δ_ij + μ(∂u_i/∂x_j + ∂u_j/∂x_i), λ = 2μν/(1 − 2ν),

where δ_ij is 1 for equal indices and 0 otherwise. Zero net force on each volume element means that the divergence of the stress vanishes:

μ∇²u + (λ + μ)∇(∇·u) = 0.

Because λ + μ = μ/(1 − 2ν), this becomes

∇²u + [1/(1 − 2ν)] ∇(∇·u) = 0.

For y > 0, try fields that decay away from the cut:

u_x = (p + qy) e^(−ky) cos(kx),

u_y = (r + sy) e^(−ky) sin(kx).

The terms linear in y are needed because the two components are coupled. The divergence is

∇·u = [s − k(p + r) − k(q + s)y] e^(−ky) sin(kx).

In ∇²u_x the x derivatives give −k²(p + qy), and the y derivatives give k²(p + qy) − 2kq. Only the last term survives:

∇²u_x = −2kq e^(−ky) cos(kx).

In the same way,

∇²u_y = −2ks e^(−ky) sin(kx).

The x equation must hold at every y. Its part proportional to y requires

s = −q.

Its constant part is

−2kq + k[s − k(p + r)]/(1 − 2ν) = 0,

so that

s − k(p + r) = 2(1 − 2ν)q.

The y equation, with s = −q, reads

−2ks − k[s − k(p + r)]/(1 − 2ν) = 0.

This gives s − k(p + r) = −2(1 − 2ν)s = 2(1 − 2ν)q, the same condition. Inserting s = −q,

k(p + r) = −q − 2(1 − 2ν)q = −(3 − 4ν)q.

Now set the normal stress to zero at y = 0. There the divergence has amplitude 2(1 − 2ν)q, and λ times it is 4μνq. The derivative ∂u_y/∂y has amplitude s − kr = −q − kr. Hence

4μνq + 2μ(−q − kr) = 0,

kr = −(1 − 2ν)q.

Subtracting this from the equation for k(p + r),

kp = −(3 − 4ν)q + (1 − 2ν)q = −2(1 − ν)q.

The amplitude of the shear stress at the cut is

μ(q − kp + kr) = μ[q + 2(1 − ν)q − (1 − 2ν)q] = 2μq.

With q = −kp/[2(1 − ν)] and p = D/2, the result is

σ_xy(x, 0) = −{μk/[2(1 − ν)]} D cos(kx).

The long-wave limit provides a first check of the meaning. As k → 0 the slip becomes uniform and the stress vanishes, as it does for rigid blocks. Short waves are penalized in proportion to k, because the strain has size kD.

The factor 1/(1 − ν) also appears in a simpler stiffness. Near the face the material is stretched or compressed along x, with σ_yy = 0 and no strain along z. Write e_x and e_y for the two normal strains. Then

σ_yy = λ(e_x + e_y) + 2μe_y = 0,

e_y = −[λ/(λ + 2μ)] e_x = −[ν/(1 − ν)] e_x.

Subtracting σ_yy = 0 from σ_xx gives

σ_xx = 2μ(e_x − e_y) = 2μe_x/(1 − ν).

At fixed μ, a larger ν makes this constrained stretching stiffer. It therefore makes a rapid variation of slip more costly.

### From waves to any profile

A dislocation has δ = b on one side and zero on the other, so its disregistry does not die away. Its derivative does:

ρ(x) = dδ/dx, ∫ρ dx = b.

ρ(x)dx can be read as the slip length of a very weak dislocation lying between x and x + dx. The continuous core is a row of such weak dislocations.

Take one wave of this density, ρ = ρ₀ cos(kx). It belongs to δ = (ρ₀/k) sin(kx). The stress law found above holds for a sine as well, since a sine is a shifted cosine. Therefore

σ_xy = −{μρ₀/[2(1 − ν)]} sin(kx).

The factor k has cancelled, and the stress stays finite for long waves. It remains to write this relation without reference to waves. Consider the principal value integral, in which equal small intervals on the two sides of x' = x are left out and then shrunk to zero:

PV∫ cos(kx')/(x − x') dx'.

Set s = x − x'. Then cos(kx') = cos(kx)cos(ks) + sin(kx)sin(ks). The first term, divided by s, is odd in s and integrates to zero. The second needs

∫ from −∞ to ∞ of sin(ks)/s ds = π.

This follows by writing 1/s = ∫₀^∞ e^(−ts) dt for positive s. With k absorbed into s, the half-range integral becomes

∫₀^∞ dt ∫₀^∞ e^(−ts) sin(s) ds = ∫₀^∞ dt/(1 + t²) = π/2.

Thus

PV∫ cos(kx')/(x − x') dx' = π sin(kx).

Comparison with the stress of one density wave gives, after summing over waves of all phases,

σ_xy(x, 0) = −K PV∫ ρ(x')/(x − x') dx', K = μ/[2π(1 − ν)].

### Limit: the sharp line

Put the whole slip at one point, so that ρ is b concentrated at x' = 0. Then

σ_xy = −K b/x.

This is the stress of the sharp line with which the question began. Its sign has a direct meaning. On the left, where the crystal has not yet slipped, the stress is positive and drives the upper half forward. On the right, where slip is complete, it is negative and drives the upper half back.

The same stress makes the pieces of a core repel each other. A positive applied shear enlarges the slipped region, which lies on the right, and so it pushes the dislocation to the left. The force per unit length on a piece with slip length b₁ is accordingly −σ_xy b₁ along x. For a piece at x > 0 in the field of another at the origin, with slip length b₂, the force is +K b₁b₂/x, directed away from the origin. It is convenient to name the repulsion stress

R(x) = −σ_xy(x, 0) = K PV∫ ρ(x')/(x − x') dx'.

### The balance, and what its tail says

The stress in the half-spaces at the cut must equal the traction carried by the gap:

σ_xy(x, 0) = T sin(2πδ/b).

In terms of the repulsion,

K PV∫ ρ(x')/(x − x') dx' = −T sin(2πδ(x)/b).

For x > 0 the disregistry lies between b/2 and b. The sine is negative there, and both sides are positive.

Before solving this equation, look at it far from the core. Let δ = b − ε with ε much smaller than b. Most of the density lies near the origin, so to leading order the left side is Kb/x. On the right,

−T sin(2π − 2πε/b) = T sin(2πε/b) ≈ 2πTε/b.

Hence

ε ≈ Kb²/(2πTx).

For the modulus-matched strength, 2πT/b = μ/d, this becomes

ε ≈ Kbd/(μx) = bd/[2π(1 − ν)x].

The slip approaches its full value slowly, as 1/x. An exponential approach would make the slip traction too small to balance the long-ranged elastic stress. The coefficient contains the length d/(1 − ν), while μ has cancelled. The tail thus gives a length scale from the small-slip slope alone, but it does not yet give the half-width. That depends on the profile at δ = 3b/4, where the slip law is no longer linear.

## Second half. The arctangent, its width and a tungsten example

The symbols carried over are these. δ(x) is the disregistry, rising from 0 to b, and ρ = dδ/dx is its density. The gap between atomic planes is d. The elastic constant is K = μ/[2π(1 − ν)], and the gap carries at most the traction T. The repulsion R and the slip resistance balance when

R(x) = K PV∫ ρ(x')/(x − x') dx' = −T sin(2πδ/b).

Modulus matching means T = μb/(2πd). In that case the far tail is b − δ ≈ bd/[2π(1 − ν)x].

### A trial profile with one free length

The sharp line has a step in δ. A smooth step with a 1/x tail is the arctangent,

δ(x) = b/2 + (b/π) arctan(x/w),

where w > 0 is still free. As w → 0 the sharp step returns. Since arctan(1) = π/4, the value at x = w is b/2 + b/4 = 3b/4, so w is the half-width as defined earlier. The density is

ρ(x) = (b/π) w/(x² + w²).

To find its repulsion, write it as a sum of waves. For w > 0,

∫₀^∞ e^(−wk) e^(ikx) dk = 1/(w − ix) = (w + ix)/(x² + w²).

The real and imaginary parts are

∫₀^∞ e^(−wk) cos(kx) dk = w/(x² + w²),

∫₀^∞ e^(−wk) sin(kx) dk = x/(x² + w²).

Thus ρ is b/π times the cosine integral. The principal value operation turns each cos(kx) into π sin(kx), and

R(x) = K (b/π) π ∫₀^∞ e^(−wk) sin(kx) dk = K b x/(x² + w²).

Spreading the core has removed the infinity. Near the centre R grows linearly, as Kbx/w², and far away it returns to Kb/x.

### Slip resistance of the same profile

Let θ = arctan(x/w). Then 2πδ/b = π + 2θ, and

−sin(π + 2θ) = sin(2θ) = 2 sinθ cosθ.

From tanθ = x/w,

sinθ = x/√(x² + w²), cosθ = w/√(x² + w²).

The slip resistance is therefore

−T sin(2πδ/b) = 2Txw/(x² + w²).

Both sides of the balance now have the same dependence on x, whatever the value of w. Their sizes agree if

Kb = 2Tw,

w = Kb/(2T) = μb/[4π(1 − ν)T].

One number has satisfied the equation at every x. With T = μb/(2πd),

w = {μb/[4π(1 − ν)]} · [2πd/(μb)] = d/[2(1 − ν)].

Calling this value ζ, the solution is

δ(x) = b/2 + (b/π) arctan(x/ζ), ζ = d/[2(1 − ν)].

The derivation shows that this profile is a solution. It does not show that no other solution exists.

### Limits of the result

For large x, arctan(x/ζ) ≈ π/2 − ζ/x. This gives b − δ ≈ bζ/(πx) = bd/[2π(1 − ν)x], the tail found before the equation was solved.

The repulsion has the derivative

dR/dx = Kb(ζ² − x²)/(x² + ζ²)².

For positive x its maximum is at x = ζ, with R = Kb/(2ζ) = T. This is where δ = 3b/4 and the slip resistance reaches its own maximum. The largest shear stress on the slip plane is therefore the strength of the gap.

With d fixed, ζ rises from d/2 at ν = 0 towards d at ν = 1/2. The modulus μ drops out because it multiplies both the repulsion and the matched strength. The slip length b drops out because T is proportional to b. If T is specified independently, neither cancellation occurs: a weaker gap then gives a wider core, with ζ proportional to 1/T at fixed μ, b and ν.

### The same balance as a minimum of energy

Two weak dislocations a distance s apart repel with force K b₁b₂/s per unit length. Their interaction energy is −K b₁b₂ ln s plus a constant. Counting every pair once, and adding the cost of misfit in the gap, gives the energy per length

E = −(K/2)∬ρ(x)ρ(x') ln|x − x'| dx dx' + ∫γ(δ) dx.

Lengths inside the logarithm are divided by a fixed reference length. Since the total slip is fixed, this choice adds only a constant.

Change δ by a small η(x) that vanishes at both ends. The density changes by dη/dx. The two factors ρ contribute equally, so the elastic energy changes by

−K∬(dη/dx) ρ(x') ln|x − x'| dx dx'.

Integration by parts in x turns this into

∫η(x) K PV∫ρ(x')/(x − x') dx' dx = ∫ηR dx.

The misfit energy changes by ∫ηT sin(2πδ/b) dx. The sum vanishes for every η when R = −T sin(2πδ/b), which is the balance already used.

The energy also shows why there is a definite width. For the arctangent, the distribution of separations between two elements is the density folded with itself. Folding multiplies the wave amplitudes, and e^(−wk)e^(−wk) = e^(−2wk). The separations therefore have the same shape with width 2w. With s = 2wt, the average of the logarithm is

∫ (1/π) [2w/(s² + 4w²)] ln|s| ds = ln(2w) + (1/π)∫ ln|t|/(1 + t²) dt = ln(2w).

The last integral is zero because t → 1/t reverses its sign. The elastic part is thus −(Kb²/2) ln(2w) plus a constant.

For the misfit part, use 1 − cos(π + 2θ) = 1 + cos(2θ) = 2cos²θ:

γ(δ(x)) = [μb²/(2π²d)] w²/(x² + w²).

The integral of w²/(x² + w²) over x is πw, so

E(w) = −(Kb²/2) ln(2w) + μb²w/(2πd) + constant.

As the core widens, its elastic energy falls logarithmically and its misfit energy rises linearly. Setting the derivative to zero,

−Kb²/(2w) + μb²/(2πd) = 0,

w = πdK/μ = d/[2(1 − ν)] = ζ.

The second derivative, Kb²/(2w²), is positive, so this is a minimum within the family. At the minimum the misfit energy per length is

μb²ζ/(2πd) = μb²/[4π(1 − ν)].

### Letting the profile choose its own shape

The calculation in w allowed only arctangents. A numerical minimization removes that restriction. The energy E was written for values of δ at 401 points between −60 and 60 nm, closely spaced near the centre, with straight segments between them. The ends were held at 0 and b, and the profile was kept symmetric about its centre. It started as a straight ramp from −1 to 1 nm and was changed step by step so as to lower the energy until it settled.

With d = 0.2242 nm, the half-widths from minimization and from the formula were:

ν = 0: 0.1121 nm and 0.1121 nm.

ν = 0.28: 0.1556 nm and 0.1557 nm.

ν = 0.45: 0.2038 nm and 0.2038 nm.

The largest difference between the relaxed profile and the arctangent was about 0.001 b. This is the amount, bζ/(π × 60 nm), by which the arctangent still falls short of b at 60 nm, where the ends were held. With ν = 0.28 and the sine reduced to 0.6 of its matched height, both routes gave 0.2594 nm. The ramp relaxed to the arctangent in the matched cases, although this does not prove uniqueness.

### Numbers for a tungsten film

Tungsten is a suitable case because it is nearly isotropic in its elastic response. Take rough typical values: cubic cell edge a = 0.317 nm, μ = 160 GPa and ν = 0.28. The dislocation has a slip vector of half a cube diagonal and lies on a {110} plane. Then

b = √3 a/2 = 0.2745 nm,

d = a/√2 = 0.2242 nm,

ζ = 0.2242/(2 × 0.72) = 0.156 nm = 2.94 bohr.

The strength and the elastic constant are

T = 160 × 0.2745/(2π × 0.2242) = 31.2 GPa,

K = 160/(2π × 0.72) = 35.4 GPa.

The repulsion of the spread core and the stress of a sharp line compare as follows:

x = 0.05 nm: 18.2 GPa and 194 GPa.

x = 0.156 nm: 31.2 GPa and 62.4 GPa.

x = 0.50 nm: 17.7 GPa and 19.4 GPa.

x = 2.0 nm: 4.83 GPa and 4.86 GPa.

Their ratio is x²/(x² + ζ²), so the correction fades as ζ²/x². At 2 nm the sharp line is already a good description of this model's stress on the slip plane.

The misfit energy per length is

160 × 0.2745²/(4π × 0.72) = 1.33 GPa nm².

Since 1 GPa nm² is 10⁻⁹ J/m, a piece of line of length b has a misfit energy of 2.28 eV.

### Where the continuum is strained too far

The full width 2ζ is 1.13 b. Neighbouring atoms on a line along the slip direction are b apart, so the core is about one such atomic spacing wide. Whether a continuous δ(x) is adequate at that scale depends on how closely the atom rows parallel to the line are spaced.

The effect of discrete atoms can be illustrated with a simple lattice whose atom rows, parallel to the dislocation line, are b apart. Replace the misfit integral by b times a sum of γ over these rows. Keep the arctangent rigid and place its centre first on a row, then midway between two rows. The sums differ by 11% of the continuum misfit energy, or about 0.26 eV per length b. This is not a prediction of the barrier to glide, because neither the profile nor the elastic energy was allowed to respond to the rows.

Nor does the 11% apply to tungsten itself. Take the slip vector (a/2)[111] in the (1−10) plane. The lattice vector (a/2)[11−1] lies in the same plane, and its component along the slip direction is a/(2√3) = b/3. Rows parallel to the edge line are therefore only b/3 apart. The full width 2ζ then covers about 3.4 rows. The same rigid sum over these rows varies by only about 0.01% of the misfit energy, or 0.0002 eV per length b.

The strain is also large. At the centre ρ = b/(πζ), and each half-space takes half of it:

|∂u_x/∂x| = b/(2πζ) = 0.28.

Linear elasticity is not reliable at a strain of 28%. A wider core would be strained less, since the strain is proportional to b/ζ.

### Changing the slip law without changing its slope

A further large uncertainty is the sine. Replace it by

τ = T [sin φ + 0.25 sin(2φ)]/1.5, φ = 2πδ/b.

At small φ the bracket is φ + 0.5φ = 1.5φ, so the slope is unchanged. The energy barrier is the integral of τ from δ = 0 to b/2. The second sine integrates to zero over that range, and the barrier falls to 1/1.5 = 0.667 of its former value.

The same numerical minimization then gives a half-width of 0.224 nm, or 1.44 ζ. Yet the leading 1/x term of the far tail is unchanged, because its derivation used only the slope. This separates two meanings of width: the small-slip modulus fixes the tail, while the half-width also depends on the resistance at large slip. For the sine they are tied together by the arctangent.

### The smaller corrections

Cubic tungsten has two independent shear moduli. With rough elastic constants C₁₁ = 520, C₁₂ = 205 and C₄₄ = 160 GPa, they are C₄₄ = 160 GPa and (C₁₁ − C₁₂)/2 = 157.5 GPa, with ratio 1.016. Anisotropy is a small concern here.

A tension of 1 GPa resolves into a shear of at most 0.5 GPa, or 1.6% of T. It hardly distorts the core, but it has another effect. Moving the profile along x leaves its internal energy unchanged in this continuum, while an applied shear τ does work τb per unit area swept. The model therefore has no static dislocation under uniform shear. It also follows that T is not the yield stress of the film: T limits the slip of whole rigid blocks, whereas a dislocation in this model glides under any shear.

A free surface can be sized by a mirror dislocation. For a line in the middle of a 100 nm film, one surface is 50 nm away and the mirror line is 100 nm away. The stress that pulls the line toward the surface is about Kb/(100 nm) = 0.097 GPa. Its shear part on the slip plane runs from zero, for a plane parallel to the surface, to this full value, for a plane perpendicular to it, so it is at most 0.31% of T. This estimate treats one surface and leaves out the substrate.

At 700 K the thermal energy is 0.060 eV, 2.6% of the misfit energy in a length b. This compares energy scales; it does not give a rate of motion.

### The model beside a real tungsten film

The input values are rough but typical of tungsten, and film stresses near 1 GPa are plausible for deposited films. For these numbers, anisotropy, film stress and the free surface are small effects on the core. Of the assumptions examined here, the least secure for a real core are linear elasticity and the sinusoidal slip law with its matched height. The continuous profile is doubtful for rows b apart, but for the b/3 spacing of this tungsten dislocation the rigid row sum varied very little. The model also keeps the gap from opening along its normal, and the effect of this has not been estimated. The altered law moved the half-width by 44%, but that law was chosen for illustration and was not calculated for tungsten. The effects of atomic rows and large strain on the width have not been calculated here. The strength T = 31.2 GPa, about μ/5, comes from modulus matching and is not a measured or calculated strength of tungsten. The width goes as 1/T, so a sine with T = 18 GPa, for example, would give 0.27 nm. The value 0.156 nm is thus the core length of this model, and a real core may differ from it by a substantial fraction. The result also concerns a straight edge dislocation spread in one plane; it does not describe a screw dislocation or a core spread over several planes.

The formula is on firmer ground when the gap is weak enough to make ζ large compared with b. The strains are then small and the rows are closely spaced on the scale of the core. In that regime T must be taken from the actual slip law, and the half-width for a sine is μb/[4π(1 − ν)T]. For a law of another shape this expression is only an estimate: the altered law above has a largest traction of 22.9 GPa, which gives 0.212 nm against the 0.224 nm found by minimization. The shorter form d/[2(1 − ν)] belongs to the modulus-matched sine.
